# Choosing q steps and fit order for dynamical quadrupoles and octupoles

## The situation

When one sublattice of an insulator is displaced in a long wave, charge accumulates wherever the displacement varies. The part linear in the wavevector $q$ gives the Born effective charge. The quadratic and cubic parts give the dynamical quadrupole and octupole, which enter piezoelectric and flexoelectric response. A response code supplies this charge at finite $q$ with a finite convergence error. A small $q$ buries the higher moments in that error; a large $q$ mixes them with still higher moments. The note derives a rule for choosing the step and the number of fitted terms.

Atomic units are used, with positive elementary charge $e=1$. The system has a gap, no free carriers, and responds statically.

## Definition and conventions

Atom $\kappa$ in cell $l$ is displaced along $\beta$ by $u\,e^{i\mathbf q\cdot(\mathbf R_l+\boldsymbol\tau_\kappa)}$. Let $f(\mathbf r)$ be the charge induced per unit displacement of one such atom, with $\mathbf r$ measured from it. By linearity the wave induces, per unit amplitude $u$,
$$\rho(\mathbf r)=\sum_l e^{i\mathbf q\cdot\mathbf X_l}f(\mathbf r-\mathbf X_l),\qquad \mathbf X_l=\mathbf R_l+\boldsymbol\tau_\kappa .$$
Multiply by $e^{-i\mathbf q\cdot\mathbf r}$ and integrate over one cell. The phases combine into $e^{-i\mathbf q\cdot(\mathbf r-\mathbf X_l)}$, and the sum over cells turns the cell integral into one over all space:
$$F(\mathbf q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r .$$
Since $e^{-ix}=1-ix-x^2/2+ix^3/6+\dots$,
$$F=-iq_\alpha Z_{\alpha}-\tfrac12q_\alpha q_\gamma Q_{\alpha\gamma}+\tfrac i6q_\alpha q_\gamma q_\delta O_{\alpha\gamma\delta}+\dots$$
The index $\beta$ is suppressed. The constant term vanishes because moving an atom creates no net charge. $Z,Q,O$ are the first, second and third moments of $f$, without trace removal. Where a real-space integral converges poorly, the derivatives of $F$ at $q=0$ define them.

The phase convention matters. In one dimension, a code using $e^{iqR_l}$ returns $F'=e^{-iq\tau}F$. Collecting powers of $q$ gives
$$Q'=Q+2\tau Z,\qquad O'=O+3\tau Q+3\tau^2Z .$$
Multiply $F'$ by $e^{iq\tau}$ before fitting.

A static response to a real displacement is real, so $F(-\mathbf q)=F(\mathbf q)^*$. Even powers therefore lie in $\mathrm{Re}\,F$ and odd powers in $\mathrm{Im}\,F$: $Q$ and $O$ come from separate fits, and negative $q$ adds no new Taylor information.

## Removing the G = 0 potential

Let $n$ be the induced electron number density, $\rho_{\rm ion}$ the induced ionic charge and $\delta V_s$ the short-range pseudopotential perturbation. With $\bar v$ the Coulomb kernel whose $G=0$ element is zero, the electron potential energy changes by
$$\delta V=\delta V_s-\bar v(\rho_{\rm ion}-n).$$
Insert this in $n=\chi_0\delta V$ and move the term in $n$ to the left:
$$(1-\chi_0\bar v)n=\chi_0(\delta V_s-\bar v\rho_{\rm ion}).$$
This is the Hartree (RPA) response. Then $F=\Omega(\rho_{\rm ion}-n)_{G=0}$, with $\Omega$ the cell volume, or the period $a$ in one dimension. The gap keeps the denominators in $\chi_0$ away from zero, and the remaining Coulomb elements are smooth near $q=0$. If $1-\chi_0\bar v$ is invertible, $F$ has a Taylor series.

Now restore the $G=0$ element $v(q)$. Let $N$ be the macroscopic total charge density, $\bar N=F/\Omega$ its value without that element, and $\bar\chi$ the $G=G'=0$ element of $(1-\chi_0\bar v)^{-1}\chi_0$. The extra potential energy $-vN$ induces electron density $-\bar\chi vN$, hence charge $+\bar\chi vN$:
$$N=\bar N+\bar\chi vN\quad\Longrightarrow\quad F_{\rm full}=\frac{F}{\epsilon(\mathbf q)},\qquad \epsilon=1-v\bar\chi .$$
A uniform potential cannot couple occupied to empty states. Each of the two matrix elements in $\bar\chi$ thus starts at order $q$, so $\bar\chi\simeq-q_\alpha\chi_{2,\alpha\gamma}q_\gamma$. With $v=4\pi/q^2$,
$$\epsilon(\hat{\mathbf q})=1+4\pi\,\hat q_\alpha\chi_{2,\alpha\gamma}\hat q_\gamma .$$
In an anisotropic crystal this depends on direction even as $q\to0$, so $F_{\rm full}$ has no Taylor series in the components of $\mathbf q$. In a cubic crystal the limit is isotropic, but the $q^2$ correction to $\epsilon$, a quartic form divided by $q^2$, is in general not a polynomial and still affects $O$. A fit along any single line still looks regular, but the values from different lines do not combine into the tensors $Q$ and $O$. If a code cannot remove the potential, multiply $F_{\rm full}$ by $\epsilon(\mathbf q)$ at each finite $q$ first.

### What the octupole depends on

Suppose a finite kernel $w$ is left at $G=0$. In one dimension $\bar\chi\simeq-\chi_2q^2$, so
$$F_w=\frac F{1-w\bar\chi}\simeq F(1-w\chi_2q^2).$$
The first new term is $(-iqZ)(-w\chi_2q^2)=iw\chi_2Zq^3$. Comparison with $iOq^3/6$ gives
$$\delta O=6w\chi_2Z,$$
while $Z$ and $Q$ are unchanged.

The short-range pseudopotential acts at the same order. If its integral is $U$, its $G=0$ perturbation is $-iqU/a$. This induces electron density $(-\chi_2q^2)(-iqU/a)=i\chi_2Uq^3/a$ and contributes $-i\chi_2Uq^3$ to $F$, that is, $-6\chi_2U$ to $O$. An octupole must therefore be quoted with its $G=0$ convention. Here the whole Coulomb term of the total charge is removed and the short-range term is kept. The split between ionic charge and short-range potential belongs to the convention too. A Gaussian ion of charge $z$ and width $s$ gives $-iqze^{-q^2s^2/2}$, that is, $3zs^2$ in $O$. For a kernel $C/k^2$, writing the same electron-ion potential with a point ion removes this term and raises $U$ by $Czs^2/2$, so $O$ shifts by $-3zs^2-3C\chi_2zs^2=-3zs^2\epsilon$, while $Z$ and $Q$ are unchanged.

In PAW or ultrasoft calculations, $n$ must include augmentation charge. For $n_{\rm aug}=\sum_{ij}\rho_{ij}Q_{ij}(\mathbf r-\mathbf X)$, where $Q_{ij}$ are augmentation functions, the product rule gives a change of the occupations $\rho_{ij}$ and a motion of the functions. Both belong in $F$. The example below uses local potentials and does not test this part.

## The fit and its two errors

Along one direction take nodes $q_j=jh$, $j=1,\dots,m$. Fit $p\le m$ powers $e_r$: $2,4,\dots,2p$ to $\mathrm{Re}\,F$ for $Q$, or $1,3,\dots,2p-1$ to $\mathrm{Im}\,F$ for $O$, where $p\ge2$. Write the data as
$$y_j=\sum_rc_r(jh)^{e_r}=\sum_rA_{jr}b_r,\qquad A_{jr}=j^{e_r},\quad b_r=c_rh^{e_r}.$$
Least squares gives $b=(A^TA)^{-1}A^Ty$. Since $Q=-2c_{(2)}$ and $O=6c_{(3)}$, with the subscript naming the power, both estimates have the form
$$\hat M=h^{-n}\sum_jW_jy_j,\qquad n=2\ (Q),\quad n=3\ (O).$$
$W$ is the relevant row of $(A^TA)^{-1}A^T$ times $-2$ or $6$; it does not depend on $h$.

**Noise.** If each $y_j$ has an independent error of standard deviation $\sigma$, variances add and the error of $\hat M$ is $\sigma|W|h^{-n}$, with $|W|^2=\sum_jW_j^2$.

**Truncation.** The fitted powers are reproduced without error. The first omitted power is $e'=2p+2$ for $Q$ and $2p+1$ for $O$. Its coefficient $c'$ leaves, to leading order,
$$Bh^s,\qquad B=c'\sum_jW_jj^{e'},\qquad s=e'-n .$$
Thus $s=2p$ for $Q$ and $s=2p-2$ for $O$: the odd fit spends one term on $Z$.

The mean square error is
$$E^2=B^2h^{2s}+\sigma^2|W|^2h^{-2n}.$$
Setting its derivative to zero gives $sB^2h^{2s-1}=n\sigma^2|W|^2h^{-2n-1}$, hence
$$h_*=\left[\frac{n\sigma^2|W|^2}{sB^2}\right]^{1/[2(n+s)]}.$$
At this step (truncation)$^2=(n/s)\,$(noise)$^2$, so
$$E_*=\sigma|W|h_*^{-n}\sqrt{1+n/s}.$$
Because $h_*\propto\sigma^{1/(n+s)}$, the best error scales as $\sigma^{1-n/(n+s)}=\sigma^{s/(n+s)}$. More terms bring the exponent closer to one, but also change $|W|$ and $B$, so the orders must be compared by their actual $E_*$.

**A second noise law.** If the solver instead controls relative error $r$, the leading signal $|Z|q$ gives $\sigma_j\simeq r|Z|jh$. The noise in $\hat M$ becomes
$$r|Z|\Big(\sum_jj^2W_j^2\Big)^{1/2}h^{-(n-1)} .$$
The same minimisation holds with $n$ replaced by $n-1$ in the noise power and $\sigma|W|$ by the new prefactor; $s$ is unchanged. Measure which law applies before choosing $h$, for example by repeating a few responses with different starting vectors.

## Procedure

The coefficient $c'$ comes from a cheaper pilot calculation over a wider range. An error in it is damped, because $h_*\propto|c'|^{-1/(n+s)}$.

```
input: m, noise sigma, candidate orders p, pilot data
for each direction and displacement:
    put the phase origin on the displaced atom
    fit even powers to Re F_pilot, odd powers to Im F_pilot
    for M in {Q, O}:
        for each p with a pilot value of the next coefficient:
            W  = scaled row of the pseudoinverse of j^(e_r)
            B  = c_next * sum_j W_j j^(e_next)
            h  = balance formula, capped inside the zone
            E  = sqrt((B h^s)^2 + (sigma |W| / h^n)^2)
        keep (p, h) with smallest E
        compute F at h, 2h, ..., m h with G=0 removed
        M = sum_j W_j y_j / h^n
solve for tensor components from the directional values
```

Steps may differ between displacements. To share response runs, choose one step that keeps the largest error relative to its target acceptable.

### Directions for the full tensors

A line along unit vector $\mathbf n$ gives $Q(\mathbf n)=n_\alpha n_\gamma Q_{\alpha\gamma}$ and the analogous cubic form $O(\mathbf n)$. For each displacement direction there are six and ten unknowns. The three axes give $Q_{xx}$, $O_{xxx}$ and their partners. For $\mathbf n_\pm=(1,\pm1,0)/\sqrt2$,
$$Q(\mathbf n_\pm)=\tfrac12(Q_{xx}+Q_{yy})\pm Q_{xy},$$
$$O(\mathbf n_+)+O(\mathbf n_-)=\tfrac1{\sqrt2}(O_{xxx}+3O_{xyy}),$$
$$O(\mathbf n_+)-O(\mathbf n_-)=\tfrac1{\sqrt2}(3O_{xxy}+O_{yyy}).$$
The other faces work alike. $O_{xyz}$ drops out on all nine directions, since one component of $\mathbf n$ is zero there; the body diagonal supplies it. The ten directions gave ranks 6 and 10, with condition numbers 1.63 and 3.43. Without the body diagonal the cubic rank was 9. In a test on a cloud of point charges, the recovered tensors agreed with direct moments.

### Cost

With a common step, $10m$ wavevectors suffice without symmetry, each with three displacements per atom. With one step for all $Q$ and another for all $O$, six directions serve for $Q$ (the axes and one diagonal per face) and ten for $O$, or $16m$ wavevectors. For $m=4$ these are 40 and 64, plus the pilot. The fits themselves are negligible.

## Worked example: a polar chain of charged planes

The model has period $a=6$ bohr and transverse area 20 bohr$^2$. Its planar Coulomb kernel is $C/k^2$ with $C=4\pi/20=0.6283$ hartree/bohr. Atoms A at 2.4 bohr and B at 0 each carry ionic charge $+1$; their short-range potentials have integrals $+1.5$ and $-1.5$ hartree bohr. Ionic charges and short-range potentials are Gaussians of standard deviation 0.7 and 0.9 bohr. Two electrons per cell fill one band at self-consistent Hartree level, leaving a gap of about 0.39 hartree. Exchange, correlation and transverse response are left out. The parameters represent no named material.

In one dimension $f$ is a linear density per unit displacement, so $F$ is in $e$/bohr, $Z$ in $e$, $Q$ in $e$ bohr and $O$ in $e$ bohr$^2$. Noise-free eight-node fits give the reference values:

| Atom | $Z$ | $Q$ | $O$ |
|---|---:|---:|---:|
| A | 0.5963 | 1.1008 | −18.458 |
| B | −0.5963 | 0.2791 | −5.308 |

Changing the reference step altered them by at most $1.8\times10^{-8}$ in these units.

### Checks on the response

A rigid translation of the neutral crystal leaves its polarization unchanged, so $\sum Z=0$, as found. At the next order, use $\rho=-\partial_xP$. For all atoms moving together,
$$-iqaP=\left(-iq\sum Z-\tfrac12q^2\sum Q\right)u .$$
With $\sum Z=0$, division by $-iqa$ gives $P=-iqu\sum Q/(2a)$. The strain is $\eta=iqu$, so the clamped-ion coefficient is
$$\frac{P}{\eta}=-\frac{\sum Q}{2a}=-\frac{1.37988}{12}=-0.11499\ e .$$
The Berry-phase polarization of strained crystals gives $-0.11499\,e$ as well. Berry phases of displaced crystals reproduce both values of $Z$.

$F$ itself was tested by moving one atom A in an 11-cell real-space supercell with the long-wave kernel removed. At four wavevectors the largest deviation was $2.6\times10^{-7}$ $e$/bohr. For scale, $Zq$ at the smallest of them, $2\pi/66=0.095$ bohr$^{-1}$, is 0.057 $e$/bohr.

The dielectric constant is 1.7017. Keeping the $G=0$ potential gives atom B a slope of $-0.5963/1.7017=-0.3504\,e$ instead of $Z$, and 0.1640 instead of 0.2791 $e$ bohr for $Q$. In one dimension the fit still looks regular, so a good fit does not reveal the error.

For the octupole, $\chi_2=(\epsilon-1)/C$. Leaving $w=0.6283$ hartree bohr, numerically $C$ times 1 bohr$^2$, gives
$$\delta O=6(0.7017)(-0.5963)=-2.511\ e\,\text{bohr}^2,$$
which agrees with the direct calculation and is 47% of $|O|$ for atom B. The short-range term matters more: its contribution $-6\chi_2U$ is $-6(1.117)(-1.5)=+10.05$ $e$ bohr$^2$, the amount by which $O$ falls when the $G=0$ short-range term is dropped. Writing the same potential with point ions shifts $O$ by $-3(0.7)^2(1.7017)=-2.50$ $e$ bohr$^2$, to $-7.81$ for atom B.

### Choosing the step for atom B

Production uses $m=4$ nodes with independent Gaussian noise $\sigma=10^{-8}$ $e$/bohr. The pilot has eight nodes up to 0.32 bohr$^{-1}$ and ten times that noise. It fits four coefficients of each parity, so truncation can be estimated for up to three production terms.

The one-term quadrupole fit can be followed by hand. Here $W_j=-2j^2/\sum_ij_i^4$, with $\sum_ij_i^4=1+16+81+256=354$, so $|W|=2/\sqrt{354}=0.1063$. At the selected $h=0.00422$ bohr$^{-1}$ the noise is
$$\frac{10^{-8}\times0.1063}{(0.00422)^2}=5.97\times10^{-5}\ e\,\text{bohr}.$$
Since $s=n=2$, truncation is equal to it and the total is $\sqrt2$ times larger, $8.4\times10^{-5}$. The full comparison is:

| Fit | $h_*$ (bohr$^{-1}$) | Predicted error |
|---|---:|---:|
| $Q$, 1 term | 0.0042 | $8.4\times10^{-5}$ |
| $Q$, 2 terms | 0.0227 | $9.8\times10^{-6}$ |
| $Q$, 3 terms | 0.0577 | $3.9\times10^{-6}$ |
| $O$, 2 terms | 0.0075 | $8.6\times10^{-3}$ |
| $O$, 3 terms | 0.0265 | $8.8\times10^{-4}$ |

Among the orders this pilot can rate, three terms win for both moments because they permit a longer step, which outweighs their larger $|W|$. This is not the best that four nodes allow: a four-term fit for $O$ reaches about $4\times10^{-4}$ near $h=0.054$ bohr$^{-1}$, but choosing it requires a pilot with one more coefficient. The largest wavevectors, $4h_*=0.231$ and 0.106 bohr$^{-1}$, lie inside the zone boundary $\pi/a=0.524$ bohr$^{-1}$.

For $Q$, 4000 noisy repetitions gave an rms error of $4.3\times10^{-6}$ $e$ bohr, or $1.5\times10^{-5}$ of $Q$. For $O$ it was $1.0\times10^{-3}$ $e$ bohr$^2$, or $1.9\times10^{-4}$ of $|O|$. Both are slightly above prediction. The balance explains where the excess lies. For $Q$, $n/s=1/3$, so the predicted noise part is $3.9/\sqrt{4/3}=3.4$ and the truncation part 1.95, in units of $10^{-6}$. The sampled total implies truncation of $\sqrt{4.3^2-3.4^2}\simeq2.6$. The predicted truncation was thus too small. The pilot's $q^8$ coefficient has a standard error $10^{-7}\sqrt{[(A^TA)^{-1}]_{44}}\simeq0.05$ $e$ bohr$^7$, with $A_{jr}=q_j^{2r}$ at its eight nodes. This is about the size of the fitted coefficient itself, so pilot noise can produce a difference of this size. The powers omitted from the pilot fit also bias its last coefficient. The step usually suffers little, because it varies only as $|c'|^{-1/8}$, but a fitted value close to zero makes it too long: over many pilot draws at this noise the median error is within a few percent of the best, while about 12% of draws exceed 1.5 times the best and about 4% exceed three times. For $O$ the same subtraction gives a truncation of about 7.6 instead of the predicted 5.7, in units of $10^{-4}$ $e$ bohr$^2$. There the standard error of the pilot's $q^7$ coefficient is only about 1%, so noise cannot explain the difference; the bias from omitted powers does. Before trusting the predicted error, compare the pilot coefficient with its standard error, and also check that it is stable when the pilot range or the number of fitted terms changes.

Halving the $Q$ step multiplies noise by four, and the error rises to $1.35\times10^{-5}$. A step 1.5 times longer raises it to $2.9\times10^{-5}$. For $O$ the corresponding errors are $5.3\times10^{-3}$ and $3.8\times10^{-3}$. A direct scan over $h$ found minima of $4.4\times10^{-6}$ and $1.0\times10^{-3}$ on its grid, so the pilot's choice cost little in this run.

The scaling law was tested on the two-term $Q$ fit by changing $\sigma$ from $10^{-8}$ to $10^{-6}$: the exponent was 0.666, against $s/(s+n)=2/3$. For the chosen three-term fits the law gives $3/4$ for $Q$ and $4/7$ for $O$. Tenfold smaller noise would then reduce their best errors by factors of 5.6 and 3.7, provided $h$ is chosen again.

## Stability and failure modes

- **Correlated error.** A constant error $\delta$ in $\mathrm{Re}\,F$ shifts $Q$ by $\delta\sum_jW_j/h^2$; it does not average out over repeated runs with the same error. Check $F\to0$, tighten the solver, and compare results at two steps.
- **Very small noise.** The formula sends $h_*$ to zero with $\sigma$, but round-off and incomplete convergence remain. They must be included in $\sigma$.
- **Large noise or small next coefficient.** $h_*$ may leave the range where one omitted term dominates. Cap it, and treat the predicted error as unreliable.
- **Accidental cancellation.** Truncation terms of opposite sign can cancel at one large $h$. Use the first minimum approached from small $h$, not an isolated later one.
- **Closing gap.** Small denominators in $\chi_0$ shorten the range of the Taylor series. In a metal the assumptions behind the expansion fail.

The numerical output follows.

## Table of computed values

```
lattice period 6.0 bohr, transverse area 20.0 bohr^2
ionic charges A, B: 1.0, 1.0 e
short-range strengths A, B: 1.5, -1.5 hartree bohr
positions A, B: 2.40, 0.00 bohr
widths of ionic charge, short-range potential: 0.7, 0.9 bohr
plane waves 25, k points 24
band gap 0.3931 hartree; dielectric constant 1.70172
atom A: Z = 0.59630 e, Q = 1.10078 e bohr, O = -18.4579 e bohr^2
atom A: Berry-phase Z = 0.59630 e
atom B: Z = -0.59630 e, Q = 0.27911 e bohr, O = -5.3085 e bohr^2
atom B: Berry-phase Z = -0.59630 e
largest change of reference moments with step: 1.8e-08 (a.u.)
sum of Z: -3.9e-13 e; sum of Q: 1.37988 e bohr
piezoelectric coefficient from Q: -0.114990 e (1D)
piezoelectric coefficient from Berry phase: -0.114990 e (1D)
supercell: 11 cells, largest deviation in F 2.6e-07 e/bohr
atom B with G=0 kept: slope -0.35041 e, curvature 0.16401 e bohr
finite G=0 kernel 0.6283 hartree bohr
octupole shift B: computed -2.51061, formula -2.51061 e bohr^2
nodes 4; production noise 1e-08, pilot noise 1e-07 e/bohr
pilot nodes 8, largest pilot q 0.32 1/bohr
Q, 1 terms: h = 0.00422 1/bohr, predicted error 8.42e-05 e bohr
Q, 2 terms: h = 0.02274 1/bohr, predicted error 9.77e-06 e bohr
Q, 3 terms: h = 0.05771 1/bohr, predicted error 3.90e-06 e bohr
O, 2 terms: h = 0.00745 1/bohr, predicted error 8.58e-03 e bohr^2
O, 3 terms: h = 0.02647 1/bohr, predicted error 8.78e-04 e bohr^2
Q chosen: 3 terms, h = 0.05771 1/bohr, one run 0.279105 e bohr
Q reference 0.279106, sampled rms error 4.30e-06 e bohr
Q rms error at h/2: 1.35e-05, at 1.5h: 2.90e-05 e bohr
Q scan minimum: h = 0.05251 1/bohr, error 4.38e-06 e bohr
O chosen: 3 terms, h = 0.02647 1/bohr, one run -5.308118 e bohr^2
O reference -5.308470, sampled rms error 1.01e-03 e bohr^2
O rms error at h/2: 5.31e-03, at 1.5h: 3.79e-03 e bohr^2
O scan minimum: h = 0.02548 1/bohr, error 9.97e-04 e bohr^2
noise exponent for Q, 2 terms: 0.6656, law 0.6667
ten directions: ranks 6, 10; condition numbers 1.63, 3.43
cubic rank without body diagonal: 9
tensor deviations Q, O: 1.6e-12, 3.8e-11 (a.u.)
```
